# Zero-field Schottky barrier from two photoemission thresholds at different fields

## Problem

Light shines on a metal contact to an n-type semiconductor. An electron that absorbs a photon in the metal can cross into the semiconductor if its energy exceeds the barrier. The smallest photon energy that suffices at low temperature is the photoemission threshold. It is 0.80 eV when the electric field at the interface is $F_1$, and 0.77 eV when the field is $4F_1$. The permittivity $\varepsilon$ of the semiconductor and the value of $F_1$ are unknown.

(a) Find how the image force makes the barrier depend on the field.

(b) Find the barrier at zero field.

(c) Show how the field ratio can be measured without knowing $\varepsilon$.

(d) Suppose that the semiconductor is silicon at 300 K, with relative permittivity 11.7 and conduction-band density of states $N_c=2.8\times10^{19}$ cm$^{-3}$ (both rough values), and that the first threshold was measured at zero bias. Find the two fields, the positions of the barrier top, the doping and the reverse bias of the second measurement.

(e) How far can the result of (b) be trusted?

**Conventions.** The metal fills $x<0$ and the semiconductor $x>0$. The elementary charge is $q>0$. Electron energies are measured from the Fermi level of the metal. $F>0$ is the size of a field that pushes electrons away from the metal, as the positive donors of a depletion layer do. The barrier without image force or field is $\phi_0$.

## Solution

### (a) The barrier in a field

Take the metal as a perfect conductor. An electron at distance $x$ induces positive charge on its surface. In the semiconductor this charge acts like a single image charge $+q$ at $-x$: every point of the surface is equally far from the electron and the image, so their potentials cancel there, as a conductor requires. The two charges are $2x$ apart, and the electron is attracted with the force

$$
\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2}.
$$

The work needed to take the electron from $x$ to infinity is

$$
\int_x^\infty\frac{q^2}{16\pi\varepsilon s^2}\,ds=\frac{q^2}{16\pi\varepsilon x},
$$

so the image energy is minus this amount. It is half the energy of two independent charges $2x$ apart, because the image retreats as the electron does.

Let the applied field be uniform out to the barrier top. It adds $-qFx$, and the electron energy is

$$
V(x)=\phi_0-qFx-\frac{q^2}{16\pi\varepsilon x}.
$$

At the top the slope vanishes:

$$
V'(x)=-qF+\frac{q^2}{16\pi\varepsilon x^2}=0
\quad\Rightarrow\quad
x_m=\sqrt{\frac{q}{16\pi\varepsilon F}} .
$$

The second derivative, $-q^2/(8\pi\varepsilon x^3)$, is negative, so this is a maximum. The condition $V'=0$, multiplied by $x_m$, says that $q^2/(16\pi\varepsilon x_m)=qFx_m$. Field and image force therefore lower the top by equal amounts, and the total lowering is

$$
2qFx_m=\sqrt{4q^2F^2\,\frac{q}{16\pi\varepsilon F}}=\sqrt{\frac{q^3F}{4\pi\varepsilon}} .
$$

Hence

$$
\phi(F)=\phi_0-\sqrt{\frac{q^3F}{4\pi\varepsilon}} .
$$

The lowering grows as the square root of the field because a stronger field also moves the top closer to the metal, where the field has had less distance to act.

### (b) The zero-field barrier

Let $a$ be the lowering at $F_1$. If $\varepsilon$ and $\phi_0$ are the same in both measurements, the lowering at $rF_1$ is $\sqrt r\,a$:

$$
\phi_1=\phi_0-a,\qquad \phi_2=\phi_0-\sqrt r\,a .
$$

Subtraction gives $\phi_1-\phi_2=(\sqrt r-1)a$. Insert this $a$ into $\phi_0=\phi_1+a$:

$$
\phi_0=\phi_1+\frac{\phi_1-\phi_2}{\sqrt r-1}
=\frac{\sqrt r\,\phi_1-\phi_2}{\sqrt r-1}.
$$

The permittivity and the absolute field are both contained in $a$, which has been eliminated. For $r=4$,

$$
\phi_0=2\phi_1-\phi_2=2(0.80)-0.77=0.83\ \text{eV},
$$

or $1.33\times10^{-19}$ J. The lowerings are 0.03 eV and 0.06 eV.

A straight line in $F$ instead of $\sqrt F$ would give $0.80+0.03/3=0.81$ eV. The two data points cannot choose between these laws, since either passes through both. The square root is an input from part (a).

### (c) The field ratio

Let the donor density $N$ be uniform, and let $u(x)$ be the band bending in volts, zero in the bulk and $\psi$ at the interface. Electrons in equilibrium with the bulk have density $Ne^{-qu/kT}$, so Poisson's equation reads

$$
u''=\frac{qN}{\varepsilon}\left(1-e^{-qu/kT}\right).
$$

Multiply by $u'$. The left side becomes $\tfrac12\,d(u'^2)/dx$. Integrate from the bulk, where $u=u'=0$, to the interface, where $|u'|=F$:

$$
\tfrac12F^2=\frac{qN}{\varepsilon}\left[\psi-\frac{kT}{q}\left(1-e^{-q\psi/kT}\right)\right].
$$

When $\psi$ is many times $kT/q$ the exponential can be dropped:

$$
F^2=\frac{2qN}{\varepsilon}\left(\psi-\frac{kT}{q}\right),\qquad
r^2=\frac{\psi_2-kT/q}{\psi_1-kT/q}.
$$

A fourfold field thus needs a sixteenfold $\psi-kT/q$.

The small-signal capacitance gives the ratio directly. By Gauss's law the charge under a contact of area $A$ is $Q=\varepsilon AF$. Differentiating the expression for $F^2$ gives $2F\,dF/d\psi=2qN/\varepsilon$, so

$$
C=\frac{dQ}{d\psi}=\varepsilon A\,\frac{qN}{\varepsilon F}=\frac{qNA}{F}.
$$

Therefore $r=F_2/F_1=C_1/C_2$. Neither $\varepsilon$, $N$ nor $A$ is needed, provided that all three are the same at both biases.

### (d) The silicon case

Solve $a^2=q^3F_1/(4\pi\varepsilon)$ for the field, with $q/(4\pi\varepsilon_0)=1.44$ V nm and $a/q=0.030$ V:

$$
F_1=\frac{11.7\,(0.030)^2}{1.44}\ \text{V/nm}=0.00731\ \text{V/nm}=73.1\ \text{kV/cm}.
$$

The second field is 292 kV/cm. Since $a=2qF_1x_m$, the first top lies at

$$
x_m=\frac{0.030}{2(0.00731)}\ \text{nm}=2.05\ \text{nm}.
$$

As $x_m\propto F^{-1/2}$, the second lies at 1.03 nm.

At zero bias the Fermi level is flat. In the bulk it lies $kT\ln(N_c/N)$ below the conduction band, and at the interface $\phi_0$ below it, apart from the image force. The bending is the difference:

$$
q\psi_1=\phi_0-kT\ln\frac{N_c}{N}.
$$

This equation and the one for $F_1^2$ determine $N$ and $\psi_1$ together. The numerical solution is $N=2.77\times10^{16}$ cm$^{-3}$. With $kT=0.02585$ eV it gives

$$
\psi_1=0.830-0.02585\,\ln\frac{2.8\times10^{19}}{2.77\times10^{16}}=0.651\ \text{V}.
$$

The second bending is

$$
\psi_2=0.026+16(0.651-0.026)=10.03\ \text{V},
$$

so the reverse bias is $10.03-0.65=9.38$ V. Without the electron tail the charge density is $qN$ over a depletion width $W=\varepsilon F/(qN)$, which is 171 nm and then 684 nm.

These digits treat the given thresholds and silicon values as exact, so that the steps can be checked. The fields are known far less well than the barrier. For $r=4$ the lowering $a$ is the difference of the two thresholds, so independent errors of 5 meV in each make it uncertain by $\sqrt2\times5=7$ meV, about a quarter of its value. Since $F_1\propto a^2$, the field is then uncertain by nearly half.

### (e) How far the result can be trusted

**Errors of measurement.** Independent errors $\sigma$ in the thresholds enter $\phi_0$ with weights $\sqrt r/(\sqrt r-1)$ and $-1/(\sqrt r-1)$. Their squares add:

$$
\sigma_{\phi_0}=\sigma\,\frac{\sqrt{r+1}}{\sqrt r-1}.
$$

For $r=4$ this is $\sqrt5\,\sigma$, so errors of 5 meV become 11 meV. As $r\to1$ the error diverges, because two nearly equal fields say almost nothing about the slope. For very large $r$ it tends to $\sigma$, but breakdown limits the usable field. If the true ratio is 4.4 instead of 4, the barrier is 2.7 meV lower.

**Band curvature.** In a depletion layer the field falls linearly to zero over $W$, which adds $qFx^2/(2W)$ to $V$. To first order the top rises by this term at $x_m$:

$$
\delta_1=\frac{0.00731\,(2.05)^2}{2(171)}\ \text{eV}=0.09\ \text{meV}.
$$

At $4F_1$ the factors $F$, $x_m^2$ and $1/W$ change by 4, 1/4 and 1/4, so $\delta_2=\delta_1/4$. The extracted barrier is too high by $2\delta_1-\delta_2=1.75\,\delta_1=0.16$ meV, which is negligible. The uniform-field assumption needs $x_m\ll W$, which holds here.

**Thermal rounding.** At 300 K some electrons start above the Fermi level, and the threshold must be inferred from the yield $Y$. In Fowler's model the number of excited electrons per unit energy $E$ of motion towards the interface is proportional to $kT\ln[1+e^{(h\nu-E)/kT}]$, and those with $E>\phi$ escape. With $\Delta=h\nu-\phi$ and $z=(h\nu-E)/kT$,

$$
Y\propto(kT)^2\int_{-\infty}^{\Delta/kT}\ln(1+e^z)\,dz .
$$

For $z>0$ write $\ln(1+e^z)=z+\ln(1+e^{-z})$. The term $z$ gives $\Delta^2/2(kT)^2$. If $\Delta\gg kT$, the remaining parts on either side of $z=0$ each give $\int_0^\infty\ln(1+e^{-z})\,dz=\pi^2/12$. Thus

$$
Y\propto\frac12\left[\Delta^2+\frac{\pi^2}{3}(kT)^2\right],\qquad
\sqrt Y\propto\Delta+\frac{\pi^2(kT)^2}{6\Delta}+\dots
$$

The extra term shrinks as $\Delta$ grows. It flattens a plot of $\sqrt Y$ against $h\nu$, and a straight line extrapolated to zero yield meets the axis too low. For photons of 0.92 to 1.08 eV the apparent thresholds fall by 12.0 meV at $F_1$ and 10.2 meV at $4F_1$. The second shift is smaller because the same photons lie further above the lower barrier. The extracted barrier changes by $2(-12.0)+10.2=-13.8$ meV. Fitting the full integral instead of a line removes this error within the model. Near the upper end of this photon range silicon at 300 K begins to absorb light weakly itself, and any current from that must be excluded.

**Tunnelling and reflection.** Near its top the barrier resembles an inverted parabola of curvature $|V''(x_m)|=2qF/x_m$. An electron of mass $m$ passes such a parabola with probability

$$
T(E)=\frac{1}{1+e^{-(E-\phi)/s}},\qquad
s=\frac{\hbar}{2\pi}\sqrt{\frac{2qF}{m\,x_m}} .
$$

This formula is quoted, not derived here. Direct integration of the wave equation at energies $-0.3$, $0$ and $0.2$ times $2\pi s$ from the top agreed with it to within 0.001.

Since $x_m\propto F^{-1/2}$, $s$ grows as $F^{3/4}$. For the light transverse mass of silicon, roughly 0.19 electron masses, it is 8.5 meV at $F_1$ and 24 meV at $4F_1$. With the thermal rounding fitted in full, the parabola would make the thresholds appear 1.4 and 9.2 meV too low and shift the extracted barrier by $2(-1.4)+9.2=+6.4$ meV.

These numbers cannot be trusted, not even in sign. The parabola is a good model only if $2\pi s$, here 53 and 151 meV, is small beside the lowerings of 30 and 60 meV. The real barrier falls steeply towards the metal, and electrons with energies somewhat above the top are partly reflected. This delays the rise of the yield. The wave equation was therefore also solved for the full $V(x)$, cut off at an assumed metal band bottom 5 eV below the Fermi level, with the free electron mass in the metal and 0.19 of it in the semiconductor. For the same photons, the fitted thresholds are then 22.2 and 12.6 meV too high, and the extracted barrier is $2(22.2)-12.6\approx32$ meV too high. This value stays between 30 and 34 meV for band depths from 1.3 to 10 eV and for image potentials cut off up to 0.2 nm from the metal, and it reaches about 40 meV with other interface conditions. With a mass of 0.98 instead of 0.19 the thresholds are 17.6 and 29.7 meV too high, and the barrier about 6 meV. This is a near cancellation and is fragile: a cutoff at 0.2 nm raises it to 15 meV. All these shifts hold $F_1$ at 73.1 kV/cm, a value found by ignoring reflection. If instead the fitted thresholds are required to be 0.80 and 0.77 eV, the barrier is 29 meV too high for mass 0.19 and 13 meV too high for mass 0.98, and $F_1$ becomes 55 or 138 kV/cm. The fields of part (d) share this uncertainty.

**Interface dipole.** Charge that shifts within the first atomic layers may lower the barrier by a further $q\ell F$, with some length $\ell$. Then

$$
2\phi_1-\phi_2=\phi_0-2q\ell F_1+4q\ell F_1=\phi_0+2q\ell F_1 .
$$

With $F_1$ held at 73.1 kV/cm and an assumed $\ell=1$ nm, the extraction is 14.6 meV too high. Such a dipole at this field would separate the thresholds by 52 meV. The given 30 meV, with $a+3q\ell F_1=0.030$ eV, requires $F_1=33$ kV/cm, and the error is then 6.6 meV. A third threshold at $2.25F_1$ would hardly reveal this. There $\sqrt F$ is midway between its other two values, so the image force alone puts the threshold at the mean, 0.785 eV. The dipole moves it from the mean of its neighbours by only $(2.5-2.25)q\ell F_1=1.8$ meV, less than the assumed error of 5 meV.

**Avalanche.** At the higher field an electron may create further pairs. Suppose that electrons and holes both ionize at the electron rate $\alpha$ per unit length. The electron and hole of a new pair together cross the whole layer, so each generation is $I=\int_0^W\alpha\,dx$ times the last, and the gain is $1+I+I^2+\dots=1/(1-I)$. Rough silicon coefficients give $I=0.12$ and a gain of 1.14. This is an upper estimate if holes ionize less readily than electrons, as they do in silicon. A gain that does not depend on photon energy multiplies the yield and leaves the threshold where it is.

**The real case.** A barrier of 0.83 eV lies in the regime of platinum silicide or gold on n-type silicon, roughly 0.8 to 0.9 eV. The doping is moderate, about a thousandth of $N_c$, so the bulk is not degenerate. The field of 292 kV/cm is high for silicon, and a contact without edge protection may exceed it locally at its rim. Real interfaces can break the assumption that the image force is the only field-dependent lowering; for the assumed 1 nm dipole length this moves the result by about 7 meV with the given thresholds, or 15 meV at a fixed field of 73 kV/cm. Reflection at the barrier top can move it by about 30 meV if the thresholds come from a fit that ignores it. With threshold errors of 5 meV as well, the second decimal of 0.83 eV is uncertain by several units. The numerical output lists the contributions separately, but for tunnelling it gives only the parabola estimate.

## Computed values

```
threshold at field F1: 0.80 eV
threshold at field 4 F1: 0.77 eV
zero-field barrier: 0.830 eV
zero-field barrier: 1.330 e-19 J
lowering at F1: 0.030 eV
lowering at 4 F1: 0.060 eV
wrong result of a line in F: 0.810 eV
predicted threshold at 2.25 F1: 0.785 eV
-- silicon values, used only after the extraction
relative permittivity (rough): 11.7
field F1: 73.1 kV/cm
field 4 F1: 292.5 kV/cm
barrier top at F1: x = 2.05 nm
barrier top at 4 F1: x = 1.03 nm
temperature: 300 K
thermal energy kT: 25.85 meV
density of states (rough): 2.8e+19 cm^-3
doping: 2.77e+16 cm^-3
doping / density of states: 9.9e-04
band bending at F1 (zero bias): 0.651 V
band bending at 4 F1: 10.03 V
reverse bias for 4 F1: 9.38 V
depletion width at F1: 171 nm
depletion width at 4 F1: 684 nm
-- errors in the extracted barrier
assumed threshold error: 5.0 meV
resulting barrier error: 11.2 meV
shift if ratio is 4.4, not 4: -2.7 meV
shift, unequal eps (11.7, 10.0): 4.9 meV
shift, band curvature: 0.16 meV
photon window: 0.92 to 1.08 eV
line-fit threshold change, F1: -12.0 meV
line-fit threshold change, 4 F1: -10.2 meV
shift, thermal rounding, line fit: -13.8 meV
light mass (rough): 0.19 electron masses
tunnel smearing energy at F1: 8.5 meV
tunnel smearing energy at 4 F1: 24.1 meV
tunnel threshold change, F1: -1.4 meV
tunnel threshold change, 4 F1: -9.2 meV
shift, tunnelling, Fowler fit: 6.4 meV
assumed dipole length: 1.0 nm
shift, interface dipole: 14.6 meV
dipole misfit at 2.25 F1: 1.8 meV
ionization integral at 4 F1: 0.120
upper bound on multiplication: 1.14
```
